# The half-half chi-square law for detecting an absent film: verification in Python

```python
"""
Result under test: for an absent film with thickness d >= 0, the likelihood-
ratio statistic Lambda is, for large counts, zero with probability 1/2 and
chi-square with one degree of freedom with probability 1/2. The five-percent
threshold is therefore 2.71, not 3.84.

Two-window model for a film line in a photoelectron spectrum:
  n_on  ~ Poisson(B + S*(1 - exp(-d/L)))   peak window
  n_off ~ Poisson(ratio*B)                 background windows
B: unknown background count, S: thick-film count, L: effective attenuation
length (nm), ratio: background exposure relative to the peak window.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from scipy.special import xlogy
from scipy.stats import chi2, norm, poisson

background = 2000.0
thick_signal = 8000.0
length_nm = 2.0
ratio = 2.0
alpha = 0.05


def film_signal(d_nm):
    return thick_signal * (-np.expm1(-d_nm / length_nm))


def closed_statistic(n_on, n_off):
    pooled = np.maximum((n_on + n_off) / (1 + ratio), 1e-300)
    value = 2 * (xlogy(n_on, n_on / pooled)
                 + xlogy(n_off, n_off / (ratio * pooled)))
    return np.where(ratio * n_on > n_off, value, 0.0)


def count_range(mean):
    half = 9 * np.sqrt(mean) + 20
    return np.arange(max(0, int(mean - half)), int(mean + half) + 1)


def exact_rejection(mean_on, mean_off, threshold):
    """Explicit sum of Poisson probabilities over the rejection region."""
    n_on, n_off = count_range(mean_on), count_range(mean_off)
    reject = closed_statistic(n_on[:, None], n_off[None, :]) > threshold
    return float(poisson.pmf(n_on, mean_on)
                 @ (reject @ poisson.pmf(n_off, mean_off)))


# Thresholds: solve the mixture tail directly, compare with normal quantile.
threshold = brentq(lambda c: 0.5 * chi2.sf(c, 1) - alpha, 0.1, 10)
usual_threshold = chi2.ppf(1 - alpha, 1)
z95, z975 = norm.ppf(0.95), norm.ppf(0.975)
assert abs(threshold - z95**2) < 1e-8

# Closed statistic against nested maximization of the actual likelihood.


def profile_loglik(d_nm, n_on, n_off):
    def negative(b):
        mean_on, mean_off = b + film_signal(d_nm), ratio * b
        return -(n_on * np.log(mean_on) - mean_on
                 + n_off * np.log(mean_off) - mean_off)
    return -minimize_scalar(negative, bounds=(1000, 4000), method="bounded",
                            options={"xatol": 1e-6}).fun


for n_on, n_off in [(2100, 4000), (2040, 3900), (1930, 4050)]:
    best = minimize_scalar(lambda d: -profile_loglik(d, n_on, n_off),
                           bounds=(0, 0.5), method="bounded",
                           options={"xatol": 1e-9})
    numeric = 2 * (-best.fun - profile_loglik(0.0, n_on, n_off))
    assert abs(numeric - float(closed_statistic(n_on, n_off))) < 1e-4

# Exact null law of the two-window test.
mean_off = ratio * background
zero_mass = 1 - exact_rejection(background, mean_off, 0.0)
size_271 = exact_rejection(background, mean_off, threshold)
size_384 = exact_rejection(background, mean_off, usual_threshold)
assert abs(zero_mass - 0.5) < 0.006
assert abs(size_271 - 0.05) < 0.002
assert abs(size_384 - 0.025) < 0.002

# A low-count case, where the large-count law should be visibly imperfect.
low_background = 3.0
low_zero = 1 - exact_rejection(low_background, ratio * low_background, 0.0)
low_size = exact_rejection(low_background, ratio * low_background, threshold)
assert abs(low_zero - 0.5) > 0.02

# Exact spread of the unconstrained thickness estimate against information.
information = (thick_signal / length_nm)**2 / (background * (1 + 1 / ratio))
sigma_d = 1 / np.sqrt(information)
on, off = count_range(background), count_range(mean_off)
weights = np.outer(poisson.pmf(on, background), poisson.pmf(off, mean_off))
estimate = -length_nm * np.log1p(
    -(on[:, None] - off[None, :] / ratio) / thick_signal)
mean_d = np.sum(weights * estimate)
exact_sigma = np.sqrt(np.sum(weights * (estimate - mean_d)**2))
assert abs(exact_sigma / sigma_d - 1) < 0.01

# Spectra with two nuisance parameters: background level and slope.
rng = np.random.default_rng(314159)
trials = 40000
x = np.linspace(-1, 1, 24)
peak = np.exp(-0.5 * ((x - 0.3) / 0.2)**2)
peak /= peak.sum()
design = np.column_stack([np.ones_like(x), x, peak])
true_mean = 150 * (1 + 0.2 * x)
spectra = rng.poisson(true_mean, size=(trials, x.size)).astype(float)


def fit_spectra(columns):
    size = columns.shape[1]
    pairs = (columns[:, :, None] * columns[:, None, :]).reshape(x.size, -1)
    theta = spectra @ np.linalg.pinv(columns).T
    for _ in range(8):
        mean = theta @ columns.T
        score = (spectra / mean - 1) @ columns
        hessian = ((spectra / mean**2) @ pairs).reshape(-1, size, size)
        step = np.linalg.solve(hessian, score[:, :, None])[:, :, 0]
        theta = theta + step
    assert np.max(np.abs(step)) < 1e-5
    return theta, theta @ columns.T


full, mean_full = fit_spectra(design)
_, mean_null = fit_spectra(design[:, :2])
gain = 2 * np.sum(spectra * np.log(mean_full / mean_null)
                  - mean_full + mean_null, axis=1)
spectrum_lr = np.where(full[:, 2] > 0, gain, 0.0)
spectrum_zero = np.mean(full[:, 2] <= 0)
spectrum_size = np.mean(spectrum_lr > threshold)
fisher = design.T @ (design / true_mean[:, None])
projection = np.linalg.solve(fisher[:2, :2], fisher[:2, 2])
efficient = fisher[2, 2] - fisher[2, :2] @ projection
scores = (spectra / true_mean - 1) @ design
z_score = (scores[:, 2] - scores[:, :2] @ projection) / np.sqrt(efficient)
variance_ratio = np.var(full[:, 2]) * efficient
fixed_ratio = np.var(full[:, 2]) * fisher[2, 2]
positive = z_score > 0
median_gap = np.median(np.abs(spectrum_lr - z_score**2)[positive])
# Tolerances cover about four standard errors plus finite-count corrections.
assert abs(spectrum_zero - 0.5) < 0.012
assert abs(spectrum_size - 0.05) < 0.005
assert abs(variance_ratio - 1) < 0.04
assert fixed_ratio > 1.2
assert median_gap < 0.05

# Direct minimization for different signal onsets and thickness ranges.
z_grid = norm.ppf((np.arange(2000) + 0.5) / 2000)


def direct_statistic(signal_grid):
    misfit = np.min((z_grid[:, None] - signal_grid[None, :])**2, axis=1)
    return z_grid**2 - misfit


one_sided = direct_statistic(np.linspace(0, 5, 1001))
signed = direct_statistic(np.linspace(-5, 5, 2001))
quadratic = direct_statistic(np.linspace(-2.5, 2.5, 1001)**2)
one_sided_size = np.mean(one_sided > threshold)
signed_271 = np.mean(signed > threshold)
signed_384 = np.mean(signed > usual_threshold)
quadratic_zero = np.mean(quadratic <= 1e-9)
quadratic_size = np.mean(quadratic > threshold)
assert abs(one_sided_size - 0.05) < 0.002
assert abs(signed_271 - 0.10) < 0.002
assert abs(signed_384 - 0.05) < 0.002
assert abs(quadratic_zero - 0.5) < 0.002
assert abs(quadratic_size - 0.05) < 0.002

# Detection limits: asymptotic formula against exact Poisson power.


def exact_limit(cut):
    return brentq(lambda d: exact_rejection(
        background + film_signal(d), mean_off, cut) - 0.95, 0.01, 0.15)


limit_formula = 2 * z95 * sigma_d
limit_formula_384 = (z95 + z975) * sigma_d
limit_271 = exact_limit(threshold)
limit_384 = exact_limit(usual_threshold)
assert abs(limit_271 / limit_formula - 1) < 0.05
assert abs(limit_384 / limit_formula_384 - 1) < 0.05
signal_limit = film_signal(limit_271)
power_384 = exact_rejection(background + signal_limit, mean_off,
                            usual_threshold)
time_factor = ((z95 + z975) / (2 * z95))**2
power_longer = exact_rejection(time_factor * (background + signal_limit),
                               time_factor * mean_off, usual_threshold)
assert abs(power_longer - 0.95) < 0.005

# One chosen pair of counts.
sample_on, sample_off = 2100, 4000
sample_excess = sample_on - sample_off / ratio
sample_pooled = (sample_on + sample_off) / (1 + ratio)
sample_lr = float(closed_statistic(sample_on, sample_off))
sample_d = -length_nm * np.log1p(-sample_excess / thick_signal)
assert threshold < sample_lr < usual_threshold

# Effects left out of the model, at the example's own numbers.
ratio_error = 0.01
size_biased = exact_rejection(background, mean_off * (1 - ratio_error),
                              threshold)
bias_d = length_nm * ratio_error * background / thick_signal
island_nm = 1.0
island_limit = island_nm * signal_limit / film_signal(island_nm)
attenuation = np.exp(-limit_271 / length_nm)
power_attenuated = exact_rejection(background * attenuation + signal_limit,
                                   mean_off * attenuation, threshold)
length_error = 0.10
limit_long_length = -length_nm * (1 + length_error) * np.log1p(
    -signal_limit / thick_signal)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Half-half 5% threshold", threshold)
show("Ordinary chi-square 5% threshold", usual_threshold)
show("Normal 95% quantile", z95)
show("Normal 97.5% quantile", z975)
show("Background in peak window B", background, "counts", 0)
show("Thick-film signal S", thick_signal, "counts", 0)
show("Effective attenuation length L", length_nm, "nm", 1)
show("Background exposure ratio", ratio, "", 1)
show("Exact null probability of Lambda=0", zero_mass)
show("Exact false-alarm rate at 2.71", size_271)
show("Exact false-alarm rate at 3.84", size_384)
show("Low-count case B", low_background, "counts", 0)
show("Low-count probability of Lambda=0", low_zero)
show("Low-count false-alarm rate at 2.71", low_size)
show("Simulated spectra", trials, "", 0)
show("Spectra: fraction with Lambda=0", spectrum_zero)
show("Spectra: false-alarm rate at 2.71", spectrum_size)
show("Spectra: signal variance x efficient info", variance_ratio)
show("Spectra: signal variance x fixed-bkg info", fixed_ratio)
show("Spectra: median |Lambda-Z^2| for Z>0", median_gap)
show("Nonnegative linear signal, rate at 2.71", one_sided_size)
show("Signed linear signal, rate at 2.71", signed_271)
show("Signed linear signal, rate at 3.84", signed_384)
show("Quadratic onset, fraction Lambda=0", quadratic_zero)
show("Quadratic onset, rate at 2.71", quadratic_size)
show("Efficient information", information, "nm^-2", 1)
show("Thickness standard error, formula", sigma_d, "nm", 5)
show("Thickness standard error, exact sum", exact_sigma, "nm", 5)
show("95%-power limit at 2.71, formula", limit_formula, "nm", 5)
show("95%-power limit at 2.71, exact sum", limit_271, "nm", 5)
show("Same exact limit", 10 * limit_271, "angstrom", 3)
show("95%-power limit at 3.84, formula", limit_formula_384, "nm", 5)
show("95%-power limit at 3.84, exact sum", limit_384, "nm", 5)
show("Film signal at the exact 2.71 limit", signal_limit, "counts", 1)
show("Power at that limit with 3.84", power_384)
show("Counting-time factor needed with 3.84", time_factor)
show("Power with 3.84 after longer count", power_longer)
show("Sample peak-window count", sample_on, "counts", 0)
show("Sample background-window count", sample_off, "counts", 0)
show("Sample excess", sample_excess, "counts", 1)
show("Sample pooled background B0", sample_pooled, "counts", 2)
show("Sample fitted thickness", sample_d, "nm", 5)
show("Sample Lambda", sample_lr)
show("Sample p-value, half-half law", 0.5 * chi2.sf(sample_lr, 1))
show("Sample p-value, ordinary chi-square", chi2.sf(sample_lr, 1))
show("Assumed background-ratio error", 100 * ratio_error, "%", 1)
show("False-alarm rate with that error", size_biased)
show("Thickness bias from that error", bias_d, "nm", 5)
show("Assumed island height", island_nm, "nm", 1)
show("Mean-thickness limit for islands", island_limit, "nm", 5)
show("Background transmission at film limit", attenuation)
show("Power with attenuated background", power_attenuated)
show("Assumed attenuation-length error", 100 * length_error, "%", 0)
show("Limit if L is larger by that error", limit_long_length, "nm", 5)
print("checks complete")
```

Output:

```
Half-half 5% threshold: 2.7055
Ordinary chi-square 5% threshold: 3.8415
Normal 95% quantile: 1.6449
Normal 97.5% quantile: 1.9600
Background in peak window B: 2000 counts
Thick-film signal S: 8000 counts
Effective attenuation length L: 2.0 nm
Background exposure ratio: 2.0
Exact null probability of Lambda=0: 0.5024
Exact false-alarm rate at 2.71: 0.0499
Exact false-alarm rate at 3.84: 0.0249
Low-count case B: 3 counts
Low-count probability of Lambda=0: 0.5635
Low-count false-alarm rate at 2.71: 0.0623
Simulated spectra: 40000
Spectra: fraction with Lambda=0: 0.5030
Spectra: false-alarm rate at 2.71: 0.0485
Spectra: signal variance x efficient info: 1.0014
Spectra: signal variance x fixed-bkg info: 1.7678
Spectra: median |Lambda-Z^2| for Z>0: 0.0066
Nonnegative linear signal, rate at 2.71: 0.0500
Signed linear signal, rate at 2.71: 0.1000
Signed linear signal, rate at 3.84: 0.0500
Quadratic onset, fraction Lambda=0: 0.5000
Quadratic onset, rate at 2.71: 0.0500
Efficient information: 5333.3 nm^-2
Thickness standard error, formula: 0.01369 nm
Thickness standard error, exact sum: 0.01369 nm
95%-power limit at 2.71, formula: 0.04505 nm
95%-power limit at 2.71, exact sum: 0.04662 nm
Same exact limit: 0.466 angstrom
95%-power limit at 3.84, formula: 0.04936 nm
95%-power limit at 3.84, exact sum: 0.05124 nm
Film signal at the exact 2.71 limit: 184.3 counts
Power at that limit with 3.84: 0.9085
Counting-time factor needed with 3.84: 1.2007
Power with 3.84 after longer count: 0.9501
Sample peak-window count: 2100 counts
Sample background-window count: 4000 counts
Sample excess: 100.0 counts
Sample pooled background B0: 2033.33 counts
Sample fitted thickness: 0.02516 nm
Sample Lambda: 3.2612
Sample p-value, half-half law: 0.0355
Sample p-value, ordinary chi-square: 0.0709
Assumed background-ratio error: 1.0 %
False-alarm rate with that error: 0.1004
Thickness bias from that error: 0.00500 nm
Assumed island height: 1.0 nm
Mean-thickness limit for islands: 0.05856 nm
Background transmission at film limit: 0.9770
Power with attenuated background: 0.9537
Assumed attenuation-length error: 10 %
Limit if L is larger by that error: 0.05128 nm
checks complete
```
